# Imaginary Harmonic Phonons Do Not Exclude a Finite-Temperature Phase: test program

```python
"""
Result under test: imaginary harmonic phonons do not exclude a phase.
Lattice of double wells (simple cubic, one displacement u per site):
  V(u) = -a u^2/2 + b u^4/4, bond energy J (u_i-u_j)^2/2, mass m.
Self-consistent phonons (SCP): K_q = kappa + J lam_q,
  kappa = -a + 3 b sigma, sigma = <u^2>, lam_q = 2 sum(1-cos q).
For the infinite lattice kappa > 0 exists only above T_s, where
3 b sigma(kappa=0, T_s) = a. An isolated well has no such threshold.
Units: eV, angstrom, kelvin; K denotes a stiffness in eV/A^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import i0e

a, b, J, mass_u = 0.4, 40.0, 2.0, 50.0
kB = const.k / const.e
h_eV = const.h / const.e
hbar2_per_u = const.hbar**2 / (const.atomic_mass * const.e * 1e-20)
hbar2_m = hbar2_per_u / mass_u
u0 = np.sqrt(a / b)


def V(u):
    u2 = u * u
    return u2 * (-0.5 * a + 0.25 * b * u2)


def thz(K):
    return np.sqrt(hbar2_m * K) / h_eV * 1e-12


def mode_width(K, T, h2m=hbar2_m):
    quantum = np.sqrt(h2m * K)
    return quantum / (2 * K) / np.tanh(quantum / (2 * kB * T))


def lam_from_angles(q):
    c = 2 * (1 - np.cos(q))
    return (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()


def periodic_lam(L):
    return lam_from_angles(2 * np.pi * np.arange(L) / L)


def midpoint_lam(n):
    return lam_from_angles((np.arange(n) + 0.5) * np.pi / n)


def finite_gap(lam, T):
    """Centred SCP stiffness kappa on a finite set of modes."""
    def gap(k):
        return k + a - 3 * b * np.mean(mode_width(k + J * lam, T))
    return brentq(gap, 1e-12, 50.0, xtol=1e-14)


# --- harmonic spectrum from finite differences of the lattice energy ---
def lattice_energy(u):
    bonds = sum(np.sum((np.roll(u, 1, ax) - u)**2) for ax in range(3))
    return np.sum(V(u)) + 0.5 * J * bonds


step = 1e-3
row = np.zeros((4, 4, 4))
for site in np.ndindex(4, 4, 4):
    for s1 in (1, -1):
        for s2 in (1, -1):
            u = np.zeros((4, 4, 4))
            u[0, 0, 0] += s1 * step
            u[site] += s2 * step
            row[site] += s1 * s2 * lattice_energy(u) / (4 * step**2)
spectrum = np.fft.fftn(row).real.ravel()
lam4 = periodic_lam(4)
# the finite step leaves a quartic error of order b*step^2
assert np.allclose(spectrum, -a + J * lam4, atol=1e-3)
K_gamma_harm = spectrum[0]
assert K_gamma_harm < 0

# --- variational free energy, each mode stiffness free ---
nodes, gh_weights = np.polynomial.hermite_e.hermegauss(12)
gh_weights = gh_weights / gh_weights.sum()


def trial_F(K, lam, weights, T, X=0.0):
    """Gibbs-Bogoliubov free energy per site, centroid X."""
    x = np.sqrt(hbar2_m * K) / (kB * T)
    width = mode_width(K, T)
    free = kB * T * (x / 2 + np.log(-np.expm1(-x)))
    sigma = np.sum(weights * width)
    mean_V = np.sum(gh_weights * V(X + np.sqrt(sigma) * nodes))
    return np.sum(weights * (free + 0.5 * (J * lam - K) * width)) + mean_V


lam_set, counts = np.unique(np.round(lam4, 10), return_counts=True)
w_set = counts / counts.sum()


def minimized(X, T=300.0):
    scale = 64 / (kB * T)
    res = minimize(
        lambda y: scale * trial_F(np.exp(y), lam_set, w_set, T, X),
        np.log(J * lam_set + a), method="BFGS", options={"gtol": 1e-5})
    return res.fun / scale, np.exp(res.x)


F_centre, K_free = minimized(0.0)
kappa4 = finite_gap(lam4, 300.0)
assert np.allclose(K_free, kappa4 + J * lam_set, rtol=2e-3)
dX = 0.002
curvature = 2 * (minimized(dX)[0] - F_centre) / dX**2
# the finite displacement leaves a small quartic contribution
assert abs(curvature / kappa4 - 1) < 0.02


# --- isolated well: real frequency at every temperature ---
def classical_isolated(T):
    return 0.5 * (-a + np.sqrt(a * a + 12 * b * kB * T))


for T in (1.0, 30.0, 300.0):
    def F_cl(y):
        sig = kB * T / np.exp(y)
        mean_V = np.sum(gh_weights * V(np.sqrt(sig) * nodes))
        return (0.5 * kB * T * y + mean_V) / (kB * T)
    best = minimize_scalar(F_cl, bounds=(-12, 4), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(np.exp(best.x) / classical_isolated(T) - 1) < 1e-4
one = np.array([1.0])
zero = np.array([0.0])
K_iso = {T: finite_gap(zero, T) for T in (10.0, 300.0)}
F_iso = trial_F(np.array([K_iso[300.0]]), zero, one, 300.0)
dx = 0.01
idx = np.arange(-60, 61)
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
levels = eigvalsh(0.5 * hbar2_m / dx**2 * kin + np.diag(V(idx * dx)))
beta = 1 / (kB * 300.0)
F_exact = levels[0] - np.log(np.sum(np.exp(-beta * (levels - levels[0])))) / beta
assert F_exact < F_iso < F_exact + 0.1 * kB * 300


# --- infinite lattice: Bessel integral plus a smooth quantum remainder ---
def green(k):
    """Brillouin-zone average of 1/(k + J lam)."""
    return quad(lambda s: 2 * s * np.exp(-k * s * s) * i0e(2 * J * s * s)**3,
                0, np.inf, epsabs=1e-11, epsrel=1e-10, limit=300)[0]


lam_smooth = midpoint_lam(12)


def sigma_inf(k, T):
    K = k + J * lam_smooth
    return kB * T * green(k) + np.mean(mode_width(K, T) - kB * T / K)


W = J * green(0.0)
W_mesh = [np.mean(1 / midpoint_lam(n)) for n in (30, 60)]
assert abs(2 * W_mesh[1] - W_mesh[0] - W) < 1e-4
Ts_classical = a * J / (3 * b * W) / kB
T_s = brentq(lambda T: 3 * b * sigma_inf(0.0, T) - a, 100, 500)


def kappa_inf(T):
    return brentq(lambda k: k + a - 3 * b * sigma_inf(k, T), 0.0, 5.0,
                  xtol=1e-14)


K_inf = {T: kappa_inf(T) for T in (300.0, 400.0, 600.0)}

# --- finite meshes: genuine stiffness above T_s, size effect below ---
sizes = (8, 16, 64)
K_size = {T: [finite_gap(periodic_lam(L), T) for L in sizes]
          for T in (200.0, 400.0)}
assert abs(K_size[400.0][2] / K_inf[400.0] - 1) < 1e-3
K_size_law = kB * 200 / (64**3 * (a / (3 * b) - sigma_inf(0.0, 200.0)))
# the remaining difference falls as 1/L
assert abs(K_size[200.0][2] / K_size_law - 1) < 0.08

# --- zero-point stabilization: critical mass ---
R = 2 / np.sqrt(np.pi) * quad(lambda s: i0e(2 * J * s * s)**3, 0, np.inf)[0]
R_mesh = [np.mean((J * midpoint_lam(n))**-0.5) for n in (30, 60)]
assert abs((4 * R_mesh[1] - R_mesh[0]) / 3 / R - 1) < 1e-3
m_c = hbar2_per_u * (3 * b * R / (2 * a))**2
K_dense = J * midpoint_lam(60)
for factor, sign in ((0.8, 1), (1.25, -1)):
    sig = np.mean(mode_width(K_dense, 1.0, hbar2_per_u / (factor * m_c)))
    assert sign * (3 * b * sig - a) > 0


# --- distorted branch and equality of SCP free energies ---
def centroid_sq(k, T):
    return (k + a - 3 * b * sigma_inf(k, T)) / (3 * b)


gl_x, gl_w = np.polynomial.legendre.leggauss(20)


def free_energy_rise(k_end, T):
    """F at the centroid belonging to k_end, minus F at zero centroid."""
    lo, hi = np.sqrt(kappa_inf(T)), np.sqrt(k_end)
    s = 0.5 * (hi + lo) + 0.5 * (hi - lo) * gl_x
    area = 0.5 * (hi - lo) * sum(
        w * 2 * si * centroid_sq(si * si, T) for w, si in zip(gl_w, s))
    y = centroid_sq(k_end, T)
    return 0.5 * (k_end * y - area - b * y * y)


T_check, k_check = 350.0, 0.4
lam_dense = midpoint_lam(40)
w_dense = np.full(lam_dense.size, 1 / lam_dense.size)
F_direct = (trial_F(k_check + J * lam_dense, lam_dense, w_dense, T_check,
                    np.sqrt(centroid_sq(k_check, T_check)))
            - trial_F(kappa_inf(T_check) + J * lam_dense, lam_dense,
                      w_dense, T_check))
assert abs(free_energy_rise(k_check, T_check) / F_direct - 1) < 2e-3


def distorted_residual(k, T):
    return k - 2 * a + 6 * b * sigma_inf(k, T)


def residual_minimum(T):
    return minimize_scalar(distorted_residual, args=(T,), bounds=(0, a),
                           method="bounded", options={"xatol": 1e-8})


def distorted_kappa(T):
    return brentq(distorted_residual, residual_minimum(T).x, 2 * a, args=(T,))


T_max = brentq(lambda T: residual_minimum(T).fun, T_s, 1.1 * T_s)
T_1 = brentq(lambda T: free_energy_rise(distorted_kappa(T), T),
             T_s * (1 + 1e-5), T_max * (1 - 1e-5), xtol=1e-6)
assert T_s < T_1 < T_max
X_1 = np.sqrt(distorted_kappa(T_1) / (2 * b))

# --- classical Monte Carlo of the full quartic lattice ---
L, copies, sweeps, burn = 8, 16, 3000, 500
N = L**3
T_cold, T_hot = 150.0, 450.0
kT = kB * np.repeat([T_cold, T_hot], copies)[:, None, None, None]
u = np.zeros((2 * copies, L, L, L))
u[copies:] = u0          # hot crystals start distorted, cold ones do not
parity = np.indices((L, L, L)).sum(axis=0) % 2
rng = np.random.default_rng(12345)
noise = np.sqrt(0.75 * kT / (6 * J))
shift_width = 2 * np.sqrt(kT / (N * 0.5 * a))
M_record, u2_record = [], []
for sweep in range(sweeps):
    for colour in (0, 1):
        centre = sum(np.roll(u, d, ax) for ax in (1, 2, 3) for d in (1, -1)) / 6
        new = centre - 0.5 * (u - centre) + noise * rng.standard_normal(u.shape)
        accept = rng.random(u.shape) < np.exp((V(u) - V(new)) / kT)
        u = np.where(accept & (parity == colour), new, u)
    shift = shift_width * rng.standard_normal(kT.shape)
    dE = np.sum(V(u + shift) - V(u), axis=(1, 2, 3), keepdims=True)
    accept = rng.random(kT.shape) < np.exp(np.minimum(0, -dE / kT))
    u = u + shift * accept
    if sweep >= burn:
        M_record.append(u.mean(axis=(1, 2, 3)))
        u2_record.append((u * u).mean(axis=(1, 2, 3)))
M_record, u2_record = np.array(M_record), np.array(u2_record)
M_hot = M_record[:, copies:].mean()
M2_copies = (M_record[:, copies:]**2).mean(axis=0)
K_mc = kB * T_hot / (N * M2_copies.mean())
K_mc_err = K_mc * M2_copies.std(ddof=1) / np.sqrt(copies) / M2_copies.mean()
u2_hot = u2_record[:, copies:].mean()
M_cold = np.abs(M_record[:, :copies]).mean()
lam8 = periodic_lam(L)


def classical_sigma(k, T):
    return kB * T * np.mean(1 / (k + J * lam8))


K_scp_hot = brentq(lambda k: k + a - 3 * b * classical_sigma(k, T_hot), 1e-9, 5)
K_cold = brentq(lambda k: k - 2 * a + 6 * b * classical_sigma(k, T_cold),
                0.5 * a, 2 * a)
X_scp_cold = np.sqrt(K_cold / (2 * b))
assert abs(M_hot) < 0.05 * u0
# SCP omits non-Gaussian correlations, which soften the uniform mode
assert 0.7 < K_mc / K_scp_hot < 1.0
assert abs(u2_hot / classical_sigma(K_scp_hot, T_hot) - 1) < 0.05
assert abs(M_cold / X_scp_cold - 1) < 0.08

print(f"a = {a} eV/A^2, b = {b} eV/A^4, J = {J} eV/A^2, m = {mass_u} u")
print(f"well minimum u0 = {u0:.3f} A")
print(f"well depth = {-V(u0)*1e3:.3f} meV")
print(f"harmonic Gamma stiffness = {K_gamma_harm:.4f} eV/A^2")
print(f"harmonic Gamma frequency = {thz(a):.3f} i THz")
print(f"lattice constant W = <1/lam> = {W:.6f}")
print(f"threshold <u^2> = a/(3b) = {a/(3*b):.6f} A^2")
print(f"classical T_s = {Ts_classical:.2f} K")
print(f"quantum T_s = {T_s:.2f} K")
print(f"k_B T_s (quantum) = {kB*T_s*1e3:.2f} meV")
print(f"equal SCP free energies T_1 = {T_1:.2f} K")
print(f"distorted SCP branch ends at T_max = {T_max:.2f} K")
print(f"distorted centroid at T_1 = {X_1:.4f} A")
for T in K_inf:
    print(f"infinite lattice {T:.0f} K: kappa = {K_inf[T]:.5f} eV/A^2, "
          f"Gamma frequency = {thz(K_inf[T]):.3f} THz")
for T in K_size:
    for size, K in zip(sizes, K_size[T]):
        print(f"{T:.0f} K, L = {size}: kappa = {K:.3e} eV/A^2, "
              f"Gamma frequency = {thz(K):.4f} THz")
print(f"size law at 200 K, L = 64: kappa = {K_size_law:.3e} eV/A^2")
print(f"4x4x4, 300 K: kappa from gap equation = {kappa4:.5f} eV/A^2")
print(f"4x4x4, 300 K: free-energy curvature = {curvature:.5f} eV/A^2")
print(f"isolated well, classical, 1 K: kappa = {classical_isolated(1.0):.5f} eV/A^2")
for T in K_iso:
    print(f"isolated well, quantum, {T:.0f} K: frequency = {thz(K_iso[T]):.3f} THz")
print(f"isolated well, 300 K: SCP free energy = {F_iso*1e3:.3f} meV")
print(f"isolated well, 300 K: exact free energy = {F_exact*1e3:.3f} meV")
print(f"R = <(J lam)^(-1/2)> = {R:.5f} A/eV^(1/2)")
print(f"critical mass m_c = {m_c:.3f} u")
print(f"Monte Carlo: {N} sites, {copies} copies per temperature")
print(f"MC {T_hot:.0f} K, distorted start: mean displacement = {M_hot:.5f} A")
print(f"MC {T_hot:.0f} K: uniform stiffness = {K_mc:.4f} "
      f"+/- {K_mc_err:.4f} eV/A^2")
print(f"classical SCP {T_hot:.0f} K, same mesh: kappa = {K_scp_hot:.4f} eV/A^2")
print(f"MC {T_hot:.0f} K: <u^2> = {u2_hot:.6f} A^2")
print(f"classical SCP {T_hot:.0f} K: <u^2> = "
      f"{classical_sigma(K_scp_hot, T_hot):.6f} A^2")
print(f"MC {T_cold:.0f} K, undistorted start: mean |M| = {M_cold:.5f} A")
print(f"classical SCP {T_cold:.0f} K: distorted centroid = {X_scp_cold:.5f} A")
print("PASS")
```

Output:

```
a = 0.4 eV/A^2, b = 40.0 eV/A^4, J = 2.0 eV/A^2, m = 50.0 u
well minimum u0 = 0.100 A
well depth = 1.000 meV
harmonic Gamma stiffness = -0.3999 eV/A^2
harmonic Gamma frequency = 1.398 i THz
lattice constant W = <1/lam> = 0.252731
threshold <u^2> = a/(3b) = 0.003333 A^2
classical T_s = 306.11 K
quantum T_s = 280.35 K
k_B T_s (quantum) = 24.16 meV
equal SCP free energies T_1 = 282.98 K
distorted SCP branch ends at T_max = 283.24 K
distorted centroid at T_1 = 0.0121 A
infinite lattice 300 K: kappa = 0.01337 eV/A^2, Gamma frequency = 0.256 THz
infinite lattice 400 K: kappa = 0.10738 eV/A^2, Gamma frequency = 0.724 THz
infinite lattice 600 K: kappa = 0.30055 eV/A^2, Gamma frequency = 1.212 THz
200 K, L = 8: kappa = 2.693e-02 eV/A^2, Gamma frequency = 0.3628 THz
200 K, L = 16: kappa = 4.502e-03 eV/A^2, Gamma frequency = 0.1483 THz
200 K, L = 64: kappa = 8.184e-05 eV/A^2, Gamma frequency = 0.0200 THz
400 K, L = 8: kappa = 1.355e-01 eV/A^2, Gamma frequency = 0.8138 THz
400 K, L = 16: kappa = 1.091e-01 eV/A^2, Gamma frequency = 0.7303 THz
400 K, L = 64: kappa = 1.074e-01 eV/A^2, Gamma frequency = 0.7245 THz
size law at 200 K, L = 64: kappa = 8.516e-05 eV/A^2
4x4x4, 300 K: kappa from gap equation = 0.18821 eV/A^2
4x4x4, 300 K: free-energy curvature = 0.18814 eV/A^2
isolated well, classical, 1 K: kappa = 0.02437 eV/A^2
isolated well, quantum, 10 K: frequency = 1.457 THz
isolated well, quantum, 300 K: frequency = 2.785 THz
isolated well, 300 K: SCP free energy = -28.911 meV
isolated well, 300 K: exact free energy = -30.693 meV
R = <(J lam)^(-1/2)> = 0.32198 A/eV^(1/2)
critical mass m_c = 9.750 u
Monte Carlo: 512 sites, 16 copies per temperature
MC 450 K, distorted start: mean displacement = 0.00003 A
MC 450 K: uniform stiffness = 0.1402 +/- 0.0015 eV/A^2
classical SCP 450 K, same mesh: kappa = 0.1620 eV/A^2
MC 450 K: <u^2> = 0.004765 A^2
classical SCP 450 K: <u^2> = 0.004683 A^2
MC 150 K, undistorted start: mean |M| = 0.07653 A
classical SCP 150 K: distorted centroid = 0.07645 A
PASS
```
